# Why Mo/Si mask blanks stop gaining reflectance near fifty bilayers

## The fact to be explained

In a model Mo/Si mirror at 13.5 nm, going from 10 to 20 bilayers raises the reflectance from 31.8% to 60.7%. Going from 50 to 60 raises it from 74.16% to 74.35%. An endless stack would reach 74.41%.

At 50 bilayers, 74.16% of the incident power is reflected, 25.55% is absorbed and 0.29% emerges below. Reflection and absorption have together used up nearly all the light. Near the reflection peak they play different parts, however: Bragg reflection largely fixes the depth at which the field dies out (the overall strength of absorption hardly changes it, though the way absorption is shared between the two layers does), while absorption holds the ceiling below 100%, by an amount that depends on its strength relative to the Bragg coupling.

The model has sharp interfaces, identical bilayers and vacuum on both sides. Light arrives at $\theta=6^\circ$ from the normal with its electric field parallel to the layers (s polarization). The refractive index is $n=1-\delta+i\beta$, with time factor $e^{-i\omega t}$, so positive $\beta$ absorbs. Rough typical constants are $\delta=0.076$, $\beta=0.0064$ for Mo and $\delta=0.001$, $\beta=0.0018$ for Si. The Mo fraction of the period is $\Gamma=0.4$. The period $d=6.938$ nm maximizes the reflectance of the endless stack.

## Where the power goes

Let $z$ point into the mirror, $k=2\pi/\lambda$ and $\varepsilon=n^2$. The field obeys

$$E''+k^2(\varepsilon-\sin^2\theta)E=0,$$

with $E$ and $E'$ continuous at each interface. Let $k_0=k\cos\theta$ and define the flux $S=\mathrm{Im}(E^*E')/k_0$. Since $|E'|^2$ is real,

$$S'=\frac{\mathrm{Im}(E^*E'')}{k_0}=-\frac{k^2}{k_0}\,\mathrm{Im}\,\varepsilon\,|E|^2 .$$

For unit incident amplitude, $E=1+r$ and $E'=ik_0(1-r)$ at the top, so $S=\mathrm{Re}[(1+r^*)(1-r)]=1-|r|^2$. At the bottom $S=|t|^2$. Integration gives $R+T+A=1$, where $R=|r|^2$, $T=|t|^2$ and $A=(k^2/k_0)\int \mathrm{Im}\,\varepsilon\,|E|^2dz$. Direct integration of the wave equation for 50 bilayers gave the absorbed share quoted above, and the three shares summed to one within $10^{-6}$.

## Why a deep bilayer contributes so little

Take as the repeating cell half a Si layer, a Mo layer and half a Si layer. It is mirror symmetric, so its amplitudes $r$ and $t$ are the same from above and below. The same holds for $N$ cells, with amplitudes $r_N$ and $t_N$.

Cut a stack of $N+M$ cells below the $N$th cell by a vacuum gap of zero thickness. This changes nothing, because $E$ and $E'$ are continuous across it. Light reaches the lower part by crossing the upper one, may bounce between them, and must cross the upper part again:

$$r_{N+M}=r_N+t_N r_M\left[1+r_Nr_M+(r_Nr_M)^2+\dots\right]t_N
=r_N+\frac{t_N^2r_M}{1-r_Nr_M}.$$

The added amplitude carries $t_N^2$. It interferes with the much larger $r_N$, so the change in reflectance is of first order in $|t_N|^2=T_N$. The transmitted fraction thus measures what further cells can still do.

To find how fast it falls, let $a,b$ be the downward and upward amplitudes above one cell, and $c,e$ those below it. Then

$$c=ta+re,\qquad b=ra+te .$$

Seek a wave that is multiplied by $q$ from cell to cell: $c=qa$, $e=qb$. With $\rho=b/a$, the second equation gives $\rho=r/(1-tq)$ and the first gives $q=t+rq\rho$. Eliminating $\rho$,

$$(q-t)(1-tq)=r^2q
\quad\Rightarrow\quad
q+\frac1q=\frac{1+t^2-r^2}{t},$$

where the last form follows by expanding and dividing by $tq$. The two roots are reciprocals. In an endless absorbing stack the field must decay, so $|q|<1$, and

$$r_\infty=\frac{r}{1-tq}.$$

Write $|q|=e^{-\kappa}$. Intensity then falls by $e^{-2\kappa}$ per bilayer. In the example $\kappa=0.0677$, so intensity drops by a factor $e$ every $1/(2\kappa)=7.4$ bilayers. Fifty bilayers down a very thick stack, it is $e^{-6.77}=1.1\times10^{-3}$ of its value at the top.

A finite stack also contains the mirror-image wave, which grows downward. Its downward and upward amplitudes are in the ratio $r_\infty:1$. At the top the total is $A(1,r_\infty)+B(r_\infty,1)$; after $N$ cells it is $Aq^N(1,r_\infty)+Bq^{-N}(r_\infty,1)$. No light comes up from below, so

$$Aq^Nr_\infty+Bq^{-N}=0\quad\Rightarrow\quad B=-Ar_\infty q^{2N}.$$

Dividing the reflected and transmitted amplitudes by the incident one gives

$$r_N=\frac{r_\infty(1-q^{2N})}{1-r_\infty^2q^{2N}},\qquad
t_N=\frac{q^N(1-r_\infty^2)}{1-r_\infty^2q^{2N}} .$$

Subtraction yields an identity of the model:

$$r_\infty-r_N=\frac{r_\infty q^{2N}(1-r_\infty^2)}{1-r_\infty^2q^{2N}}=r_\infty q^Nt_N .$$

What is missing from the amplitude has paid for the way down and for the way back. These formulas agreed with explicit multiplication of cell matrices for $N=1,7,20,50,80$ to within $10^{-9}$ in amplitude.

For reflectance, put $r_N=r_\infty-(r_\infty-r_N)$ into $R_N=|r_N|^2$ and keep first order in $q^{2N}$:

$$R_\infty-R_N\simeq2R_\infty\,\mathrm{Re}\left[(1-r_\infty^2)q^{2N}\right].$$

To the same order $T_N\simeq|1-r_\infty^2|^2|q|^{2N}$. Both fall by the same factor per bilayer if $q^2$ is real and positive, a condition that the peak meets closely, as shown below.

| $N$ | $R_N$ (%) | gain left (points) | $T_N$ (%) |
|---:|---:|---:|---:|
| 20 | 60.74 | 13.67 | 15.83 |
| 30 | 70.69 | 3.72 | 4.29 |
| 40 | 73.44 | 0.97 | 1.12 |
| 50 | 74.16 | 0.25 | 0.29 |
| 60 | 74.35 | 0.06 | 0.07 |

"Points" are percentage points of reflectance. Ten more bilayers multiply the remaining gain by $e^{-20\kappa}=0.26$. At $N=50$ the first-order law gives 0.252 points, as does the direct difference. The next single bilayer there adds $0.252(1-e^{-2\kappa})=0.03$ points.

Retuning the period for each $N$ does not enlarge the remaining gain. If $d^*$ is best for the endless stack, the best 50-bilayer reflectance is at least $R_{50}(d^*)$. The difference between the two optima is therefore at most $R_\infty(d^*)-R_{50}(d^*)$.

## What sets the depth and what sets the ceiling

The index contrast is small, so the two directions of travel exchange amplitude slowly. Put $z=0$ at the centre of a Mo layer and let $G=2\pi/d$. Keep the mean and first harmonic of the permittivity:

$$\varepsilon(z)\simeq\bar\varepsilon+2\chi\cos Gz,\qquad
\chi=\frac1d\int_{-\Gamma d/2}^{\Gamma d/2}(\varepsilon_{\rm Mo}-\varepsilon_{\rm Si})\cos Gz\,dz
=(\varepsilon_{\rm Mo}-\varepsilon_{\rm Si})\frac{\sin\pi\Gamma}{\pi}.$$

Write $E=u\,e^{iGz/2}+v\,e^{-iGz/2}$ with slowly varying $u$ and $v$, so that $u''$ and $v''$ may be dropped. With $K^2=k^2(\bar\varepsilon-\sin^2\theta)$, collecting the two exponentials gives

$$iGu'+(K^2-G^2/4)u+k^2\chi v=0,$$
$$-iGv'+(K^2-G^2/4)v+k^2\chi u=0 .$$

Near the Bragg condition $K^2-G^2/4\simeq G(K-G/2)$. Define, per period,

$$\eta=Kd-\pi=\Delta+i\alpha,\qquad g=\frac{k^2\chi d}{G}=g_r+ig_i .$$

Here $\Delta$ is the detuning, $\alpha$ the mean amplitude absorption and $g$ the coupling. The equations become

$$d\,u'=i(\eta u+gv),\qquad d\,v'=-i(\eta v+gu).$$

For solutions proportional to $e^{isz/d}$, $(s-\eta)u=gv$ and $(s+\eta)v=-gu$. Multiplying them,

$$s^2=\eta^2-g^2,\qquad \kappa=\mathrm{Im}\,s>0 .$$

One period also multiplies $e^{iGz/2}$ by $-1$, so $q=-e^{is}$ and $q^2=e^{2is}$. At the top of a cell, $z=-d/2$, the upward-to-downward ratio is $-v/u$. Neglecting the weak reflection at the vacuum surface, $r_\infty\simeq(\eta-s)/g$.

Now vary the period slightly, with $\alpha$ and $g$ held fixed. Since $ds/d\eta=\eta/s$,

$$\frac{d\ln r_\infty}{d\Delta}=\frac{1-\eta/s}{\eta-s}=-\frac1s .$$

The reflectance peaks where the real part of this vanishes, hence where $s=i\kappa$ is purely imaginary. Then $q^2$ is real and positive, and the approach to the ceiling does not oscillate. The imaginary and real parts of $s^2=-\kappa^2$ give

$$\Delta=\frac{g_rg_i}{\alpha},\qquad
\kappa^2=\alpha^2-\Delta^2+g_r^2-g_i^2=\frac{(\alpha^2-g_i^2)(\alpha^2+g_r^2)}{\alpha^2}.$$

For the ceiling, use $(\eta-s)(\eta+s)=g^2$, so $1/r_\infty=(\eta+s)/g$. Adding squared magnitudes,

$$R_\infty+\frac1{R_\infty}=\frac{2(|\eta|^2+\kappa^2)}{|g|^2}.$$

Subtract 2 from both sides and insert $|\eta|^2=\Delta^2+\alpha^2$ and the first form of $\kappa^2$:

$$\left(\frac1{|r_\infty|}-|r_\infty|\right)^2=\frac{4(\alpha^2-g_i^2)}{|g|^2}
\;\Rightarrow\;
R_\infty=\exp\left[-2\,\mathrm{asinh}\frac{\sqrt{\alpha^2-g_i^2}}{|g|}\right].$$

For the numbers, $G$ in the definition of $g$ is replaced by $2\,\mathrm{Re}\,K$. The two are equal at zero detuning and differ by 0.9% here, which is within the accuracy of the approximation. In the example $\alpha=0.01154$ and $g=-0.07314+0.00417i$. Thus $\sqrt{\alpha^2-g_i^2}=0.01076$ and $|g|=0.0733$, giving $R_\infty=74.6\%$ and $\kappa=0.0690$. The layer-by-layer values are 74.4% and 0.0677, so the simple $\kappa$ is 2% high. With all departures of $\varepsilon$ from one reduced twentyfold and the period retuned, its error falls to 0.09%, as expected of a weak-contrast formula.

The term $g_i$ has a plain meaning. At the peak $r_\infty\simeq0.36+0.79i$, and the field at a Mo centre is proportional to $u+v=u(1-r_\infty)$. Its intensity is about 1.0 in units of $|u|^2$, against about 2.5 at a Si centre. The standing wave is weaker in the more absorbing metal, which raises the ceiling.

## Separating the two causes

**Absorption removed.** Keep the layer thicknesses and the real part of $\varepsilon$, and set $\mathrm{Im}\,\varepsilon$ to zero everywhere. The decay constant changes from 0.0677 to 0.0669, by little more than 1%. The formulas show why. Without absorption, $\kappa_0^2=g_r^2-\Delta^2$ at the same detuning. Inserting $\Delta=g_rg_i/\alpha$ gives

$$\frac{\kappa}{\kappa_0}=\sqrt{1+\frac{\alpha^2}{g_r^2}}\simeq1.012 .$$

At fixed period, absorption enters as the square of a small ratio. It also decides where the peak lies, through $\Delta=g_rg_i/\alpha$, and $g_i/\alpha=0.36$ is not small: the factor $\sqrt{1-g_i^2/\alpha^2}=0.93$ holds $\kappa$ below $|g_r|$. At the centre of its own band the lossless mirror has $\kappa=0.0736$, 9% above 0.0677. Doubling $\beta$ in both materials and retuning leaves $g_i/\alpha$ unchanged and gives $\kappa=0.0702$. Setting $\beta$ of Si alone to zero and retuning gives $\kappa=0.046$, with 1.4 points left at 50 bilayers. At the original period the lossless mirror still saturates: it reflects 99.59% at $N=50$ and lacks 0.41 points. Its ceiling, however, is 100%.

**Bragg reflection removed.** Replace the 50 periods by a uniform slab of the same thickness and mean permittivity. It transmits 31.5%, close to $e^{-100\alpha}$. Absorption alone would leave plenty of light at this depth.

**Contrast reduced.** Keep the mean permittivity, cut the contrast to one third and retune the period. The ceiling drops to 40.2%, and 7.0 points remain to be gained beyond 50 bilayers. Saturation near fifty is thus a property of this coupling strength, not of the number fifty.

## How the answer changes in a real blank

Mask blanks commonly have 40 to 50 bilayers with a period near 7 nm, and reflect very roughly 65%. The model's thicknesses, 2.8 nm of Mo and 4.2 nm of Si, are in that regime, but its 74% is too high for a finished blank. Real interfaces are mixed, and a protective cap costs reflectance if the Si beneath it is not matched to it. The table sizes these effects one at a time, with optical constants held fixed.

| Change | $R_{50}$ (%) | gain left (points) |
|---|---:|---:|
| none | 74.2 | 0.25 |
| interface mixing, $\sigma=0.7$ nm | 68.5 | 0.65 |
| 2.5 nm Ru cap, top Si unchanged | 67.5 | 0.26 |
| mean over 2% wavelength band | 73.0 | 0.24 |
| p polarization | 73.5 | 0.29 |
| ray at $11^\circ$ | 60.5 | $-3.9$ |

Mixing is modelled by Gaussian smearing of $\varepsilon$, with the period retuned to 6.959 nm. It multiplies the first harmonic by $e^{-G^2\sigma^2/2}=0.82$. The coupling weakens, light goes deeper, and the gain beyond 50 more than doubles, though it stays below one point. Doubling the number of slices per period shifts $R_{50}$ by 0.01 points.

Placed on the unchanged 2.1 nm of top Si, the Ru cap costs nearly 7 points but hardly alters the remaining gain. This loss is chiefly a matter of phase: with 3.9 nm of Si below it, the same cap gives $R_{50}=74.8\%$, slightly above the uncapped mirror in the table, whose own top Si layer was not optimized (an uncapped stack ending on Mo reflects 75.1% in this model). The cap and the layer beneath it must therefore be designed together. The losses in the table should not be added, because the effects were not computed together.

Glass below the mirror shifts $R_{50}$ by only $-0.004$ points. Light reflected there must also cross the stack twice, and the glass surface itself reflects weakly. Random thickness errors are not included.

The $11^\circ$ ray is the exception. It lies near the edge of the cone at the mask for a numerical aperture of 0.33 and fourfold reduction. Here 50 bilayers reflect more than an endless stack, 60.5% against 56.6%. At fixed period and wavelength the larger angle lowers the phase per period:

$$\mathrm{Re}(Kd)\simeq\sqrt{3.113^2-3.229^2(\sin^2 11^\circ-\sin^2 6^\circ)}=3.070 .$$

So $\Delta\simeq-0.072$, almost equal in size to the coupling at this angle, 0.074: the ray is at the edge of the Bragg band. Weak-contrast theory then gives $s\simeq-0.018+0.029i$. The field decays less than half as fast as at the peak, and $q^{100}=e^{100is}$ has magnitude 0.06 and phase $-1.8$ rad. The factor $1-r_\infty^2$ adds about $-0.6$ rad. The cosine of the total is negative, so the first-order gain is about $-3$ points, in fair agreement with the direct $-3.9$. Light returned from the deep layers now interferes destructively with the main reflection.

The band average also hides some variation: the gain left rises from 0.13 points at the short-wavelength end to about 0.4 points near 13.59 nm, then falls to about zero at the long-wavelength end. All of this band is therefore close to saturation, but a small average alone would not prove it, since gains of opposite sign can cancel.

## What to do about it

For a mirror used near its peak, the number of bilayers follows from the decay constant. If the gain left at a known large $N_0$ is $D_0$, reducing it to $D$ takes

$$N\simeq N_0+\frac1{2\kappa}\ln\frac{D_0}{D}.$$

Starting from 0.252 points at 50, a target of 0.1 points gives $50+7.38\ln2.52=56.8$, hence 57 bilayers. A target of 1 point gives 39.8, hence 40. Direct counting finds the same two numbers. Forty bilayers already come within one point of the ceiling of this stack, so whether 50 are worth depositing depends on the value of 0.7 points against deposition time and accumulated defects.

Beyond that, effort belongs to the ceiling. In this model a 10% increase of $\beta$ in both materials lowers $R_\infty$ by 2.1 points, and interface mixing of 0.7 nm lowers it by 5.2 points. Either exceeds the whole 0.25 points available from endless extra deposition on 50 ideal bilayers. Sharper interfaces also strengthen the coupling, so fewer bilayers are needed for a given shortfall.

When the mirror must serve a range of angles or wavelengths, $N$ and $d$ should be chosen together, by computing the reflectance over the whole range. Near the band edge, extra bilayers can lower the reflectance, and the peak rule no longer applies. The numerical output below gives the values to further digits.

## Values computed for the example and the checks

```
wavelength 13.5 nm, photon energy 91.84 eV
angle 6.0 deg, Mo fraction 0.4
Mo: delta 0.0760, beta 0.0064 (rough)
Si: delta 0.0010, beta 0.0018 (rough)
Ru: delta 0.1140, beta 0.0170 (rough)
glass: delta 0.0220, beta 0.0110 (rough)
tuned period 6.9381 nm; Mo 2.775, Si 4.163 nm
ceiling R_inf 74.410 %
kappa 0.06773 per bilayer; 1/(2 kappa) 7.38 bilayers
N, R_N (%), gain left (percentage points), T_N (%)
 10   31.770  42.6393  50.76452
 20   60.741  13.6680  15.82504
 30   70.685   3.7243   4.28654
 40   73.436   0.9734   1.11999
 50   74.158   0.2517   0.28994
 60   74.345   0.0649   0.07488
 80   74.405   0.0043   0.00499
first N within 1 point 40, within 0.1 point 57
N=50 absorbed share 25.552 %
gain left at 50 by asymptotic law 0.2521 points
thick stack: intensity at 50 / at top 1.144e-03
weak-contrast detuning -0.02856, alpha 0.01154 rad
coupling g -0.07314 +0.00417i rad
weak-contrast kappa at this period 0.06819
peak formulas: kappa 0.06903, R_inf 74.633 %
1/20 contrast: kappa formula error 0.088 %
no absorption: kappa 0.06688, R_50 99.586 %
no Bragg reflection: T through 50 periods 31.53 %
1/3 contrast: R_inf 40.23 %, gain left at 50 6.99 points
neglected effects: R_50 (%), R_inf (%), gain left (points)
mixing sigma 0.7 nm: 68.535, 69.187, 0.6517
Ru cap 2.5 nm: 67.525, 67.789, 0.2647
2% wavelength band: 72.978, 73.219, 0.2408
11 deg ray: 60.482, 56.553, -3.9295
p polarization: 73.462, 73.756, 0.2945
mixing: retuned period 6.9587 nm
mixing: 60 to 120 slices shifts R_50 by 0.01049 points
glass substrate shifts R_50 by -0.00443 points
beta +10% shifts R_inf by -2.141 points
```
